# Area and Shear Stiffness of a Honeycomb Sheet of Central Springs: verification in Python

```python
# Honeycomb sheet with nearest-neighbour central springs k (unstretched at rest).
# Result under test: after sublattice relaxation the shear modulus is zero,
# while the area modulus is K = k/(2 sqrt 3).
# Energy per area: W = K e^2/2 + 2 mu (a^2 + b^2), with e = exx + eyy,
# a = (exx - eyy)/2, b = exy.  Bond directions: 0, 120, 240 degrees.
# beta: angle spring, energy beta d^2 (angle change)^2 / 2 for each angle.
# Lengths inside the functions are in units of the bond length d.
import numpy as np
from scipy.optimize import least_squares
from scipy import constants as sc

k, beta = 700.0, 70.0                 # N/m
d = 0.142e-9                          # m
kappa = 1.5 * sc.e                    # J, bending rigidity
tension, temperature = 1.0, 300.0     # N/m, K
morse_range = 20e9                    # 1/m
shear = 0.01
root3 = np.sqrt(3.0)
cell = 1.5 * root3                    # cell area in d^2
theta = 2 * np.pi * np.arange(3) / 3
n = np.column_stack([np.cos(theta), np.sin(theta)])
t = np.column_stack([-np.sin(theta), np.cos(theta)])


def residuals(u, F, ks, bs):
    """Weighted bond and angle changes from true lengths and angles."""
    bonds = n @ F.T + u
    stretch = np.sqrt(ks) * (np.linalg.norm(bonds, axis=1) - 1.0)
    nxt = np.roll(bonds, -1, axis=0)
    cross = bonds[:, 0] * nxt[:, 1] - bonds[:, 1] * nxt[:, 0]
    angle = np.arctan2(cross, np.sum(bonds * nxt, axis=1))
    bend = np.sqrt(2 * bs) * (angle - 2 * np.pi / 3)   # both sublattices
    return np.concatenate([stretch, bend])


def density(F, ks, bs, relax=True):
    """Energy per undeformed area (N/m) and sublattice shift (units of d)."""
    u = np.zeros(2)
    if relax:
        u = least_squares(residuals, u, args=(F, ks, bs), jac='3-point',
                          ftol=1e-15, xtol=1e-15, gtol=1e-15).x
    return 0.5 * np.sum(residuals(u, F, ks, bs)**2) / cell, u


def even_density(strain, ks, bs, relax=True):
    return 0.5 * sum(density(np.eye(2) + s * strain, ks, bs, relax)[0]
                     for s in (1, -1))


def stretch_shear(g):
    return np.diag([np.exp(g), np.exp(-g)])


# Derived formulas
K = k / (2 * root3)
mu_locked = k / (4 * root3)
mu_angle = 2 * root3 * k * beta / (k + 6 * beta)
shift_factor = (k - 6 * beta) / (k + 6 * beta)

# Moduli from numerically minimized energies
h = 1e-4
iso = h * np.eye(2) / 2
dev = h * np.array([[0.6, 0.8], [0.8, -0.6]])
K_num = 2 * even_density(iso, k, 0.0) / h**2
mu_num = even_density(dev, k, 0.0) / (2 * h**2)
mu_locked_num = even_density(dev, k, 0.0, False) / (2 * h**2)
K_angle_num = 2 * even_density(iso, k, beta) / h**2
mu_angle_num = even_density(dev, k, beta) / (2 * h**2)
assert abs(K_num / K - 1) < 1e-5
assert abs(mu_num) < 1e-4
assert abs(mu_locked_num / mu_locked - 1) < 1e-5
assert abs(K_angle_num / K - 1) < 1e-5
assert abs(mu_angle_num / mu_angle - 1) < 1e-5
for bs, factor in ((0.0, 1.0), (beta, shift_factor)):
    u_num = density(np.eye(2) + dev, k, bs)[1]
    u_formula = factor * np.array([-dev[0, 0], dev[0, 1]])
    assert np.linalg.norm(u_num - u_formula) < 1e-3 * h

# Every atom free in a periodic supercell: lower bound on the energy
rng = np.random.default_rng(4)
size = 4
neighbour_cell = ((0, 0), (1, 0), (0, 1))
for _ in range(3):
    eps = rng.normal(size=(2, 2))
    eps = (eps + eps.T) / 2
    rows, affine = [], []
    for p in range(size):
        for q in range(size):
            for i, (dp, dq) in enumerate(neighbour_cell):
                row = np.zeros(4 * size**2)
                A = 4 * (p * size + q)
                B = 4 * (((p + dp) % size) * size + (q + dq) % size) + 2
                row[A:A + 2] -= n[i]
                row[B:B + 2] += n[i]
                rows.append(row)
                affine.append(n[i] @ eps @ n[i])
    rows, affine = np.array(rows), np.array(affine)
    move = np.linalg.lstsq(rows, -affine, rcond=None)[0]
    W_cell = 0.5 * k * np.sum((affine + rows @ move)**2) / (size**2 * cell)
    assert abs(W_cell - 0.5 * K * np.trace(eps)**2) < 1e-9 * k

# Lattice dynamics
mass = 12.011 * sc.atomic_mass
rho = 2 * mass / (cell * d**2)


def omega_squared(q, bs):
    """In-plane squared frequencies; q in units of 1/d."""
    I = np.eye(2)
    at_A, at_B = [], []
    for i in range(3):
        phase = np.exp(1j * (q @ n[i]))
        at_A.append(np.hstack([-I, phase * I]))
        at_B.append(np.hstack([-np.conj(phase) * I, I]))
    C = [n[i] @ at_A[i] for i in range(3)]
    for site in (at_A, at_B):
        for i in range(3):
            j = (i + 1) % 3
            C.append(t[j] @ site[j] - t[i] @ site[i])
    C = np.array(C)
    S = np.diag([k] * 3 + [bs] * 6)
    return np.linalg.eigvalsh(C.conj().T @ S @ C / mass)


v_long = np.sqrt(K / rho)
v_long_angle = np.sqrt((K + mu_angle) / rho)
v_trans_angle = np.sqrt(mu_angle / rho)
q_small = 1e-3
for direction in (0.0, 0.3, 1.1):
    q = q_small * np.array([np.cos(direction), np.sin(direction)])
    w2 = omega_squared(q, 0.0)
    assert abs(np.sqrt(w2[1]) * d / q_small / v_long - 1) < 1e-4
    w2 = omega_squared(q, beta)
    assert abs(np.sqrt(w2[0]) * d / q_small / v_trans_angle - 1) < 1e-4
    assert abs(np.sqrt(w2[1]) * d / q_small / v_long_angle - 1) < 1e-4
flat_worst = 0.0
for _ in range(200):
    w2 = omega_squared(rng.uniform(-3, 3, 2), 0.0)
    flat_worst = max(flat_worst, abs(w2[0]) / w2[3])
assert flat_worst < 1e-12

# Finite area-preserving shear: quartic energy
def quartic_numeric(g):
    return 0.5 * sum(density(stretch_shear(s * g), k, 0.0)[0] for s in (1, -1))


quartic = 9 * k / (4 * root3)
assert abs(quartic_numeric(0.005) / (quartic * 0.005**4) - 1) < 2e-3
triangle = np.array([n[1] - n[0], n[2] - n[1], n[0] - n[2]])
radius = []
for s in (1, -1):
    sides = np.linalg.norm(triangle @ stretch_shear(s * shear).T, axis=1)
    radius.append(np.prod(sides) / (4 * cell / 2))
growth = np.mean(radius) - 1
assert abs(growth / (1.5 * shear**2) - 1) < 2e-3

# Pre-tension: stretched sheet, then area-preserving shear
tau = root3 * tension                 # bond force divided by bond length
lam = k / (k - tau)
step = 1e-5
W_up = density((lam + step) * np.eye(2), k, 0.0)[0]
W_down = density((lam - step) * np.eye(2), k, 0.0)[0]
tension_num = (W_up - W_down) / ((lam + step)**2 - (lam - step)**2)
assert abs(tension_num / tension - 1) < 1e-5
mu_tension = tension * (0.5 + k / (k + tau))
g = 3e-4
W0 = density(lam * np.eye(2), k, 0.0)[0]
Wg = 0.5 * sum(density(lam * stretch_shear(s * g), k, 0.0)[0] for s in (1, -1))
mu_tension_num = (Wg - W0) / lam**2 / (2 * g**2)
assert abs(mu_tension_num / mu_tension - 1) < 1e-3

# Thermal ripples: mode sum on a periodic sheet against the integral
kT = sc.k * temperature
Q = np.sqrt(8 * np.pi / (cell * d**2))   # one flexural mode per atom
box = 60e-9
m_max = int(Q * box / (2 * np.pi)) + 1
m = 2 * np.pi / box * np.arange(-m_max, m_max + 1)
q2 = (m[:, None]**2 + m[None, :]**2).ravel()
q2 = q2[(q2 > 0) & (q2 <= Q**2)]


def hidden_area(s):
    return 0.5 * kT / box**2 * np.sum(1 / (kappa * q2 + s))


ds = 1e-3 * tension
ripple_num = (hidden_area(tension - ds) - hidden_area(tension + ds)) / (2 * ds)
ripple = kT / (8 * np.pi * kappa) * (1 / tension - 1 / (kappa * Q**2 + tension))
assert abs(ripple_num / ripple - 1) < 5e-3
K_ripple = 1 / (1 / K + ripple)
q_cross = np.sqrt(tension / kappa)
quantum = sc.hbar * np.sqrt((kappa * q_cross**4 + tension * q_cross**2) / rho)
assert quantum < 0.2 * kT             # classical ripples are justified

# Morse bond at 1 % area strain: change of spring constant
def morse(s):
    return k / (2 * morse_range**2) * (1 - np.exp(-morse_range * s))**2


s_area = 0.5 * shear * d
hs = 1e-13
k_morse = (morse(s_area + hs) - 2 * morse(s_area) + morse(s_area - hs)) / hs**2
k_change = k_morse / k - 1
assert abs(k_change / (-3 * morse_range * s_area) - 1) < 0.05

# Worked example: 1 % shear, a = 0.01, b = 0
elong = np.array([ni @ np.diag([shear, -shear]) @ ni for ni in n]) * d
shift = density(np.eye(2) + np.diag([shear, -shear]), k, 0.0)[1] * d
W_locked = 2 * mu_locked * shear**2
W_relaxed = quartic_numeric(shear)
to_eV_nm2 = 1e-18 / sc.e

print(f"spring constant k                     {k:.0f} N/m")
print(f"bond length d                         {d*1e9:.3f} nm")
print(f"angle spring beta                     {beta:.0f} N/m")
print(f"bending rigidity                      {kappa/sc.e:.1f} eV")
print(f"tension                               {tension:.1f} N/m")
print(f"temperature                           {temperature:.0f} K")
print(f"Morse range parameter                 {morse_range*1e-9:.0f} 1/nm")
print(f"area modulus K, formula               {K:.2f} N/m")
print(f"area modulus K, minimized energy      {K_num:.2f} N/m")
print(f"area modulus K, converted             {K*to_eV_nm2:.0f} eV/nm2")
print(f"locked shear modulus, formula         {mu_locked:.2f} N/m")
print(f"locked shear modulus, numerical       {mu_locked_num:.2f} N/m")
print(f"relaxed shear modulus, strain 1e-4    {mu_num:.1e} N/m")
print(f"example shear strain a                {shear:.2f}")
for i in range(3):
    print(f"locked elongation of bond {i+1}           {elong[i]*1e12:+.2f} pm")
print(f"relaxed shift u_x, full minimization  {shift[0]*1e12:+.3f} pm")
print(f"linear formula for u_x                {-shear*d*1e12:+.3f} pm")
print(f"locked shear energy                   {W_locked*1e3:.2f} mJ/m2")
print(f"relaxed shear energy, numerical       {W_relaxed*1e3:.5f} mJ/m2")
print(f"relaxed shear energy, quartic law     {quartic*shear**4*1e3:.5f} mJ/m2")
print(f"energy of 1 % area strain             {0.5*K*shear**2*1e3:.2f} mJ/m2")
print(f"relative circumradius growth          {growth:.3e}")
print(f"mass per area                         {rho*1e6:.3f} mg/m2")
print(f"longitudinal speed, springs only      {v_long/1e3:.2f} km/s")
print(f"largest flat-band w^2 / top w^2       {flat_worst:.1e}")
print(f"shear modulus with angle springs      {mu_angle:.2f} N/m")
print(f"  same, minimized energy              {mu_angle_num:.2f} N/m")
print(f"  its ratio to K                      {mu_angle/K:.3f}")
print(f"  shift reduction factor              {shift_factor:.3f}")
print(f"  longitudinal speed                  {v_long_angle/1e3:.2f} km/s")
print(f"  transverse speed                    {v_trans_angle/1e3:.2f} km/s")
print(f"shear modulus from tension, formula   {mu_tension:.4f} N/m")
print(f"  same, minimized energy              {mu_tension_num:.4f} N/m")
print(f"finite-shear stiffness W/(2a^2)       {W_relaxed/(2*shear**2):.4f} N/m")
print(f"ripple compliance, formula            {ripple*1e3:.4f} m/kN")
print(f"ripple compliance, mode sum           {ripple_num*1e3:.4f} m/kN")
print(f"spring compliance 1/K                 {1e3/K:.4f} m/kN")
print(f"area modulus with ripples             {K_ripple:.1f} N/m")
print(f"  relative change                     {100*(K_ripple/K-1):.1f} %")
print(f"ripple quantum at crossover           {quantum/sc.e*1e3:.2f} meV")
print(f"thermal energy                        {kT/sc.e*1e3:.2f} meV")
print(f"Morse change of k at 1 % area strain  {100*k_change:.1f} %")
print("all tests passed")
```

Running it gives:

```
spring constant k                     700 N/m
bond length d                         0.142 nm
angle spring beta                     70 N/m
bending rigidity                      1.5 eV
tension                               1.0 N/m
temperature                           300 K
Morse range parameter                 20 1/nm
area modulus K, formula               202.07 N/m
area modulus K, minimized energy      202.07 N/m
area modulus K, converted             1261 eV/nm2
locked shear modulus, formula         101.04 N/m
locked shear modulus, numerical       101.04 N/m
relaxed shear modulus, strain 1e-4    2.0e-06 N/m
example shear strain a                0.01
locked elongation of bond 1           +1.42 pm
locked elongation of bond 2           -0.71 pm
locked elongation of bond 3           -0.71 pm
relaxed shift u_x, full minimization  -1.406 pm
linear formula for u_x                -1.420 pm
locked shear energy                   20.21 mJ/m2
relaxed shear energy, numerical       0.00909 mJ/m2
relaxed shear energy, quartic law     0.00909 mJ/m2
energy of 1 % area strain             10.10 mJ/m2
relative circumradius growth          1.500e-04
mass per area                         0.761 mg/m2
longitudinal speed, springs only      16.29 km/s
largest flat-band w^2 / top w^2       5.1e-16
shear modulus with angle springs      151.55 N/m
  same, minimized energy              151.55 N/m
  its ratio to K                      0.750
  shift reduction factor              0.250
  longitudinal speed                  21.55 km/s
  transverse speed                    14.11 km/s
shear modulus from tension, formula   1.4975 N/m
  same, minimized energy              1.4976 N/m
finite-shear stiffness W/(2a^2)       0.0455 N/m
ripple compliance, formula            0.6798 m/kN
ripple compliance, mode sum           0.6793 m/kN
spring compliance 1/K                 4.9487 m/kN
area modulus with ripples             177.7 N/m
  relative change                     -12.1 %
ripple quantum at crossover           2.18 meV
thermal energy                        25.85 meV
Morse change of k at 1 % area strain  -4.2 %
all tests passed
```
